# Polarizability prescriptions in the discrete dipole approximation, measured against Mie theory, part 1

(Sections cited here and not found follow in the later parts.)

Cut a dielectric sphere into \(N\) small cubes, replace each cube by a point dipole with the Clausius-Mossotti polarizability, let the dipoles interact through the full retarded field, and compute the cross sections. For a lossless sphere of index \(1.5\) and size parameter \(2.094\), eight dipoles across, this gives an extinction efficiency of \(1.78097\) and a scattering efficiency of \(1.81336\). The model scatters more light than it removes from the beam. For a weakly absorbing sphere of the same size the extinction comes out \(6.5\,\%\) below the Mie value. The linear equations are solved far more accurately than this in both cases, so the faults lie in the model itself. The polarizability \(\alpha\), the one number that carries the material into the model, has several separate faults, of different orders in the dipole spacing \(d\), and one further error, from the stepped surface, is not in \(\alpha\) at all.

## The coupled-dipole equations

The conventions are Gaussian units, time factor \(e^{-i\omega t}\), a vacuum host with \(k=\omega/c\), and a nonmagnetic isotropic material with \(\varepsilon=m^2\) and \(\operatorname{Im}\varepsilon\ge 0\). Lengths are in nm, and a polarizability is a volume. A product of two vectors without a dot, such as \(\mathbf q\mathbf q\), is the tensor \(q_\mu q_\nu\).

With a polarization density \(\mathbf P\) as source, Maxwell's equations read \(\nabla\times\mathbf E=ik\mathbf H\) and \(\nabla\times\mathbf H=-ik(\mathbf E+4\pi\mathbf P)\), so \(\nabla\times\nabla\times\mathbf E-k^2\mathbf E=4\pi k^2\mathbf P\) and \(\nabla\cdot\mathbf E=-4\pi\nabla\cdot\mathbf P\). The identity \(\nabla\times\nabla\times=\nabla\nabla\cdot-\nabla^2\) turns this into \((\nabla^2+k^2)\mathbf E=-4\pi(k^2+\nabla\nabla\cdot)\mathbf P\). The outgoing function \(g=e^{ikr}/r\) obeys \((\nabla^2+k^2)g=-4\pi\delta\), so a point dipole \(\mathbf p\) at the origin makes the field \(G\mathbf p\) with \(G=(k^2+\nabla\nabla)g\). For a radial function \(\nabla\nabla g=(g'/r)\,I+(g''-g'/r)\,\hat r\hat r\). Here \(g'/r=e^{ikr}(ikr-1)/r^3\) and \(g''=e^{ikr}(2-2ikr-k^2r^2)/r^3\), which gives
\[
G(\mathbf r)=\frac{e^{ikr}}{r^3}\Big[(k^2r^2+ikr-1)\,I+(3-3ikr-k^2r^2)\,\hat r\hat r\Big].
\]
\(G\) is symmetric and even in \(\mathbf r\). For real \(k\) its imaginary part \(G''=(k^2+\nabla\nabla)\,\sin(kr)/r\) is regular at the origin. With \(\sin(kr)/r=k-k^3r^2/6+\dots\) and \(\nabla\nabla r^2=2I\),
\[
G''(0)=\big(k^3-\tfrac13k^3\big)I=\tfrac23k^3I .
\]

The dipoles sit at the simple-cubic sites \(\mathbf r_j\) inside a ball \(n\) spacings across, centred between sites for even \(n\), so that the cluster has full cubic symmetry. Each responds to the incident field plus the fields of all the others:
\[
\frac{\mathbf p_j}{\alpha}-\sum_{l\ne j}G(\mathbf r_j-\mathbf r_l)\,\mathbf p_l=\mathbf E_j,\qquad \mathbf E_j=\hat x\,e^{ikz_j}.
\tag{1}
\]
The spacing is fixed by giving the cluster the volume of the sphere, \(Nd^3=4\pi a^3/3\). The size parameter is \(x=ka\), and an efficiency is \(Q=C/\pi a^2\).

The incident field does work on a dipole at the mean rate \(\tfrac12\operatorname{Re}[\mathbf E^*\cdot(-i\omega\mathbf p)]=\tfrac{\omega}{2}\operatorname{Im}(\mathbf E^*\cdot\mathbf p)\). Division by the incident intensity \(c/8\pi\) gives \(C_{\rm ext}=4\pi k\operatorname{Im}\sum_j\mathbf E_j^*\cdot\mathbf p_j\). At large distance only the \(k^2r^2\) terms of \(G\) survive and \(|\mathbf r-\mathbf r_j|\to r-\hat n\cdot\mathbf r_j\), so the scattered field is \(\mathbf F\,e^{ikr}/r\) with
\[
\mathbf F(\hat n)=k^2(I-\hat n\hat n)\sum_j\mathbf p_j\,e^{-ik\hat n\cdot\mathbf r_j},\qquad C_{\rm sca}=\int|\mathbf F|^2\,d\Omega .
\]
The dimensionless forward amplitude is \(S_0=-ik\,\hat x\cdot\mathbf F(\hat z)=-ik^3\sum_j\mathbf E_j^*\cdot\mathbf p_j\). Since \(\operatorname{Re}(-iw)=\operatorname{Im}w\), one has \(C_{\rm ext}=4\pi\operatorname{Re}S_0/k^2\) and \(Q_{\rm ext}=4\operatorname{Re}S_0/x^2\).

## The reference: Mie theory

Let \(Y\) be a spherical harmonic of degree \(l\), \(L=l(l+1)\), \(\nabla_\Omega=\hat\theta\,\partial_\theta+\hat\varphi\,(\sin\theta)^{-1}\partial_\varphi\), and \(\mathbf V=-(u/r)\,\hat r\times\nabla_\Omega Y\) with a radial function \(u(r)\). Its components are \(V_\theta=u\,\partial_\varphi Y/(r\sin\theta)\) and \(V_\varphi=-u\,\partial_\theta Y/r\). The curl in spherical coordinates, with the angular Laplacian of \(Y\) equal to \(-LY\), gives
\[
\nabla\times\mathbf V=\hat r\,\frac{Lu}{r^2}Y+\frac{u'}{r}\nabla_\Omega Y .
\]
A second curl has no radial part, and its \(\theta\) component is \((Lu/r^2-u'')\,\partial_\varphi Y/(r\sin\theta)\), with the \(\varphi\) component following the same pattern. So \(\nabla\times\nabla\times\mathbf V=\varepsilon k^2\mathbf V\) holds when \(u''+(\varepsilon k^2-L/r^2)u=0\). The solutions are the Riccati-Bessel functions \(\psi_l(\rho)=\rho j_l(\rho)\), regular at the origin, and \(\xi_l(\rho)=\rho h_l^{(1)}(\rho)\to(-i)^{l+1}e^{i\rho}\), outgoing.

A TM wave has \(\mathbf H=\mathbf V\) and \(\mathbf E=(i/k\varepsilon)\nabla\times\mathbf V\), so continuity of the tangential fields requires \(u\) and \(u'/\varepsilon\) to be continuous at \(r=a\). A TE wave has \(\mathbf E=-\mathbf V\) and \(\mathbf H=(i/k)\nabla\times\mathbf V\), so \(u\) and \(u'\) are continuous. Inside, \(u\propto\psi_l(mkr)\), with logarithmic derivative \(D=m\psi_l'(mx)/\psi_l(mx)\) with respect to \(kr\). Outside, \(u\propto\psi_l-a_l\xi_l\) for TM and \(\psi_l-b_l\xi_l\) for TE. The TM condition is \(\psi_l'-a_l\xi_l'=(D/\varepsilon)(\psi_l-a_l\xi_l)\), and the TE condition is the same without \(1/\varepsilon\). Solving, with all outside functions taken at \(x\),
\[
a_l=\frac{\psi_l'-(D/\varepsilon)\psi_l}{\xi_l'-(D/\varepsilon)\xi_l},\qquad b_l=\frac{\psi_l'-D\psi_l}{\xi_l'-D\xi_l}.
\]

The weights come from the radial component of the incident field, \(E_r=\sin\theta\cos\varphi\,e^{i\rho\cos\theta}\) with \(\rho=kr\). Differentiating \(e^{i\rho\cos\theta}=\sum_l i^l(2l+1)j_lP_l\) with respect to \(\theta\) gives \(\sin\theta\,e^{i\rho\cos\theta}=(i/\rho)\sum_l i^l(2l+1)j_l\,\partial_\theta P_l\). Only TM waves have a radial \(\mathbf E\), namely \((i/k)LuY/r^2\). With \(Y_l=\cos\varphi\,\partial_\theta P_l\), matching gives \(u_l=i^l w_l\,\psi_l/k\) and \(w_l=(2l+1)/L\). The scattered part replaces \(\psi_l\) by \(-a_l\xi_l\), so at large \(r\) its derivative is \(u'\to-a_l w_l\, i^l(-i)^{l+1}i\,e^{ikr}=-a_lw_le^{ikr}\), and \(\mathbf F=-(i/k)\,a_lw_l\nabla_\Omega Y_l\). Near the forward direction \(\partial_\theta P_l\approx-L\theta/2\) and \(\nabla_\Omega(\theta\cos\varphi)=\hat\theta\cos\varphi-\hat\varphi\sin\varphi=\hat x\), so \(\mathbf F(\hat z)=(i/k)\,a_l\,\tfrac{2l+1}{2}\,\hat x\) and the contribution to \(S_0\) is \(\tfrac{2l+1}{2}a_l\). The same algebra applied to the incident \(\mathbf H=\hat y\,e^{ikz}\), with \(\sin\varphi\) for \(\cos\varphi\), gives a forward TE field \(\mathbf H\) along \(\hat y\) with \(b_l\) for \(a_l\), and a wave running along \(+z\) with \(\mathbf H=\hat y\) has \(\mathbf E=\hat x\). For the scattered power, integration by parts on the sphere gives \(\int|\nabla_\Omega Y_l|^2d\Omega=L\int Y_l^2\,d\Omega=L\cdot\pi\cdot 2L/(2l+1)\); different \(l\) are orthogonal, and the TM-TE cross terms vanish because \(\hat r\times\nabla_\Omega Y\) has no surface divergence. Multiplying by \(|a_l|^2w_l^2/k^2\) gives \(2\pi(2l+1)|a_l|^2/k^2\). Therefore
\[
S_0=\tfrac12\sum_l(2l+1)(a_l+b_l),\qquad Q_{\rm sca}=\frac{2}{x^2}\sum_l(2l+1)\big(|a_l|^2+|b_l|^2\big).
\]
The program tests \(a_l\) and \(b_l\) for \(l=1\) to \(6\) against a numerical integration of the interior radial equation, and tests \(Q_{\rm ext}\) at \(x=0.02\) against the small-sphere limit \(4x\operatorname{Im}[(\varepsilon-1)/(\varepsilon+2)]\), which is \(4\pi k\operatorname{Im}\alpha/\pi a^2\) for one dipole with \(\alpha=a^3(\varepsilon-1)/(\varepsilon+2)\).

## First fault: energy is not conserved

The Clausius-Mossotti (CM) value is
\[
\alpha_{\rm CM}=\frac{3d^3}{4\pi}\,\frac{\varepsilon-1}{\varepsilon+2},\qquad \frac{d^3}{\alpha_{\rm CM}}=4\pi\Big[\frac1{\varepsilon-1}+\frac13\Big],
\]
where the second form follows from \(\varepsilon+2=(\varepsilon-1)+3\). The lattice analysis below shows why this is the right zeroth order. Its energy balance can be read off (1) first. Multiply (1) by \(\mathbf p_j^*\), sum over \(j\), and take the imaginary part. Write \(G=G'+iG''\) with real symmetric \(G'\) and \(G''\). The quadratic forms of both are real, and \(\operatorname{Im}(\mathbf p^*\cdot\mathbf E)=-\operatorname{Im}(\mathbf E^*\cdot\mathbf p)\), so
\[
\operatorname{Im}\sum_j\mathbf E_j^*\cdot\mathbf p_j=-\operatorname{Im}\frac1\alpha\sum_j|\mathbf p_j|^2+\sum_{j\neq l}\mathbf p_j^*\cdot G''_{jl}\,\mathbf p_l .
\]
The scattering cross section contains the same form. Squaring \(\mathbf F\), with \(I-\hat n\hat n\) a projector, gives \(k^4\sum_{jl}\mathbf p_j^*\cdot\int(I-\hat n\hat n)e^{ik\hat n\cdot\mathbf r}d\Omega\;\mathbf p_l\) at \(\mathbf r=\mathbf r_j-\mathbf r_l\). Under the integral \(\hat n\hat n\) equals \(-\nabla\nabla/k^2\), and \(\int e^{ik\hat n\cdot\mathbf r}d\Omega=4\pi\sin(kr)/kr\), so the integral is \(4\pi G''(\mathbf r)/k^3\) and \(C_{\rm sca}=4\pi k\sum_{jl}\mathbf p_j^*\cdot G''_{jl}\mathbf p_l\), this time with the diagonal terms \(\tfrac23k^3|\mathbf p_j|^2\) included. Subtracting,
\[
C_{\rm abs}\equiv C_{\rm ext}-C_{\rm sca}=4\pi k\Big[-\operatorname{Im}\frac1\alpha-\frac23k^3\Big]\sum_j|\mathbf p_j|^2 .
\tag{2}
\]
This is exact for any cluster and any scalar \(\alpha\). For real \(\varepsilon\) the CM polarizability is real and (2) is negative. Each dipole radiates the power that belongs to \(G''(0)\), but (1) omits the term \(l=j\) and so never makes it feel the recoil. The divergent real part of the self-field is absorbed in the static \(\alpha\), and the finite imaginary part has to be restored. Adding \(iG''(0)\mathbf p_j\) to the field on dipole \(j\) and moving it to the left side of (1) gives the radiative-reaction (RR) prescription
\[
\frac{1}{\alpha_{\rm RR}}=\frac1{\alpha_{\rm CM}}-\frac23ik^3 .
\]
Then the bracket in (2) becomes \(-\operatorname{Im}(1/\alpha_{\rm CM})=4\pi\operatorname{Im}\varepsilon/(d^3|\varepsilon-1|^2)\ge0\), which vanishes for a lossless material. The program tests (2) with \(C_{\rm sca}\) obtained from an angular quadrature of \(|\mathbf F|^2\). For \(n=8\) and \(m=1.5\), CM gives \(1.78097-1.81336=-0.0324\), or \(1.8\,\%\) of \(Q_{\rm sca}\), while RR gives \(1.78710\) for both efficiencies, equal to rounding error.

Relative to \(d^3/\alpha_{\rm CM}\), which does not depend on \(d\), the repair is of order \((kd)^3\). It moves the error of the absorbing sphere at \(n=8\) only from \(-6.514\,\%\) to \(-6.416\,\%\) of the Mie extinction. A larger term of lower order is missing.

The Clausius-Mossotti polarizability violates energy conservation, and the radiative-reaction term repairs this exactly but hardly changes the extinction error of the absorbing sphere. A larger correction, of lower order in \(kd\), remains to be found.
